# Bending stiffness of graphene and the interlayer spacing: a referee comment

## The argument under review

The manuscript predicts the wrinkling of a graphene sheet on a compliant support. For this it needs the bending stiffness $D$, which it obtains as follows. Graphene has a known in-plane stiffness. In graphite the layers lie about 0.34 nm apart, and the authors take $h=0.335$ nm as the thickness of one layer. A plate of thickness $h$, Young modulus $E$ and Poisson ratio $\nu$ has

$$D_{\rm plate}=\frac{Eh^3}{12(1-\nu^2)} ,$$

and the authors insert $h$ and the modulus that belongs to it. They find a value near 20 eV and use it for the wrinkle wavelength and the critical load.

The formula is correct for a plate, and the modulus is consistent with the chosen thickness. The question is whether one layer of atoms satisfies the premises of the formula. I first recall those premises, then compute $D$ from its definition.

## What the plate formula assumes

Take cylindrical bending with curvature $\kappa$ along $x$ and none along $y$. Let $z$ be the height above the middle surface, positive away from the centre of curvature. A material line at height $z$ is stretched by $\varepsilon_x=\kappa z$, while $\varepsilon_y=0$. The faces are free, so $\sigma_z=0$, and Hooke's law gives $\sigma_x=E\varepsilon_x/(1-\nu^2)$. The energy per area is

$$\frac12\frac{E}{1-\nu^2}\,\kappa^2\int_{-h/2}^{h/2}z^2\,dz
=\frac12\,\frac{Eh^3}{12(1-\nu^2)}\,\kappa^2 ,$$

because the integral equals $h^3/12$. Comparison with $\tfrac12D\kappa^2$ gives the formula.

For a sheet, the quantity that can be defined without a thickness is the force per width divided by the strain. With $\varepsilon_y=0$ this is $C_{11}=Eh/(1-\nu^2)$. Hence

$$D_{\rm plate}=\frac{C_{11}h^2}{12}. \tag{1}$$

This form shows what has been assumed. The stiffness $C_{11}$ is spread evenly over the height $h$, and $h^2/12$ is the mean of $z^2$ over that distribution. The interlayer spacing says how far apart two sheets rest. It does not say that elastic material fills the space between them. If the in-plane stiffness is instead assigned to the plane of the nuclei, its second moment is zero, and equation (1) gives no bending stiffness at all. Neither assignment determines $D$. For a single layer, $C_{11}$ and $D$ are separate second derivatives of the energy, one with respect to strain and one with respect to curvature.

## Computing both stiffnesses in one model

To compare like with like, I take $C_{11}$ and $D$ from the same description: the Xu–Wang–Chan–Ho tight-binding model of carbon, cut to nearest neighbours. Each atom carries one $s$ and three $p$ orbitals. The energy is the sum of occupied levels plus a repulsive term that depends on bond lengths. The model is fitted, omits farther neighbours, and is used here at zero temperature without thermal ripples. Its numbers are neither exact nor experimental.

The stress-free bond length is $d=0.1410$ nm and the two-atom cell has area $A=3\sqrt3\,d^2/2=0.05168$ nm$^2$. Under strain the two sublattices may shift relative to each other by $u$. To second order the cell energy changes by

$$\Delta E=\tfrac12\sum_{ij}E_{ij}\varepsilon_i\varepsilon_j+u\sum_iE_{iu}\varepsilon_i+\tfrac12E_{uu}u^2 ,$$

where subscripts on $E$ denote second derivatives. Setting the derivative with respect to $u$ to zero gives $u=-\sum_iE_{iu}\varepsilon_i/E_{uu}$. Substituting this back and dividing by the area,

$$C_{ij}=\frac1A\left(E_{ij}-\frac{E_{iu}E_{ju}}{E_{uu}}\right).$$

The result is $C_{11}=1974$ eV/nm$^2$ and $C_{12}=635$ eV/nm$^2$, so $\nu=C_{12}/C_{11}=0.322$. With the manuscript's thickness the Young modulus is 846 GPa. These are values of the model; equation (1) needs $C_{11}$ alone:

$$D_{\rm plate}=\frac{1974\times0.335^2}{12}\ {\rm eV}=18.5\ {\rm eV}.$$

The manuscript's estimate is therefore reproduced in size. What remains is to bend the sheet.

### Rolling the sheet

An atom at $(x,y)$ in the flat sheet is moved to

$$\left(\frac{\sin\kappa x}{\kappa},\;y,\;\frac{\cos\kappa x-1}{\kappa}\right).$$

Every lattice translation becomes a rotation about the cylinder axis combined with a shift along it. The two-atom cell is thus retained, and

$$D=\lim_{\kappa\to0}\frac{2\,[E(\kappa)-E(0)]}{A\kappa^2}. \tag{2}$$

Two possible objections to this construction must be met. The first is that bonds are chords of the cylinder and are slightly shortened. For a flat bond with components $\Delta x,\Delta y$,

$$r^2=\frac{4}{\kappa^2}\sin^2\frac{\kappa\Delta x}{2}+\Delta y^2\simeq d^2-\frac{\kappa^2\Delta x^4}{12},$$

so $\delta r\simeq-\kappa^2\Delta x^4/(24d)$. This is of order $\kappa^2$ and might seem to contribute to $D$. But the three bonds of the flat sheet are equivalent, so the energy has the same derivative $f$ with respect to each bond length. A uniform dilation changes all three equally, and its derivative $3f$ vanishes in a stress-free sheet. Hence $f=0$. The small in-plane turn of a bond has no linear effect either, because the flat sheet has a mirror plane containing the bond and the sheet normal.

The second objection is that the rolled atoms might relax. Let $\eta$ collect the two in-plane strains and the shift $u$. Reflection through the sheet reverses $\kappa$ and leaves $\eta$ unchanged, so the lowest coupling is $\kappa^2g\cdot\eta$:

$$\Delta E=\tfrac12AD\kappa^2+\kappa^2\,g\cdot\eta+\tfrac12\,\eta\cdot H\eta .$$

The minimum lies at $\eta=-\kappa^2H^{-1}g$ and lowers the energy by $\tfrac12\kappa^4\,g\cdot H^{-1}g$. This does not enter the limit (2). A relative height shift of the sublattices is not driven: a half-turn about the normal through a bond centre exchanges the sublattices and reverses that shift, but leaves the curvature unchanged. The computed in-plane relaxation at fixed radius, as a fraction of the bending energy, is $7.0\times10^{-4}$ at radius 1 nm and $1.8\times10^{-4}$ at 2 nm. The factor of four is the expected $\kappa^2$ dependence.

The limit (2) gives

$$D=1.38\ {\rm eV}=2.21\times10^{-19}\ {\rm J},$$

for rolling along either of the two principal lattice directions. The plate estimate, $2.96\times10^{-18}$ J, is too large by a factor of 13.4 within the same model. The value 1.38 eV is that of the model at zero temperature; it does not include the effect of thermal ripples.

### An independent check by rippling

The rolled geometry can be avoided altogether. Displace the atoms of a flat periodic supercell by $w=a\cos qx$. The curvature is $w''=-q^2a\cos qx$, and since $\cos^2$ averages to one half,

$$\left\langle\tfrac12D(w'')^2\right\rangle=\tfrac14Dq^4a^2 .$$

The accompanying stretching strain is of order $q^2a^2$. In a stress-free sheet its energy begins at order $a^4$, so a small amplitude isolates bending. Ripples of wavelength 2.54 and 3.81 nm give 1.371 and 1.379 eV. Extrapolation linear in $q^2$ to long waves gives 1.386 eV, which differs from the rolled-sheet value by about 0.3% of the latter. These supercell values, taken at amplitude 0.002 nm on a coarse $k$-mesh, carry a numerical error of about 0.003 eV. Second-order perturbation theory at vanishing amplitude on a dense mesh gives 1.368 and 1.376 eV, which extrapolate to 1.382 eV, the rolled-sheet value.

## Where the stiffness comes from

If the cost is not stretching through a thickness, the authors may ask what it is. In this model it lies in the hopping between orbitals whose directions turn with the surface. On each atom choose one $p$ orbital along the local normal $\mathbf n$, called $\pi$, and count the other three orbitals as $\sigma$. In the flat sheet the two groups do not mix.

For two $p$ orbitals along $\mathbf a$ and $\mathbf b$, joined by a bond with unit vector $\mathbf e$, the hopping is

$$V_\pi\,\mathbf a\cdot\mathbf b+(V_\sigma-V_\pi)(\mathbf a\cdot\mathbf e)(\mathbf b\cdot\mathbf e),$$

with $V_\sigma=7.124$ eV and $V_\pi=-2.008$ eV at the equilibrium bond length.

**The $\pi\pi$ part.** Let $\theta=\kappa\Delta x$. Then $\mathbf n_i=(0,0,1)$, $\mathbf n_j=(\sin\theta,0,\cos\theta)$, and the bond vector is $(\sin\theta/\kappa,\,\Delta y,\,-(1-\cos\theta)/\kappa)$. To leading order

$$\mathbf n_i\cdot\mathbf n_j\simeq1-\frac{\kappa^2\Delta x^2}{2},\qquad
\mathbf n_i\cdot\mathbf e\simeq-\frac{\kappa\Delta x^2}{2d},\qquad
\mathbf n_j\cdot\mathbf e\simeq+\frac{\kappa\Delta x^2}{2d}.$$

The last sign follows from $\sin^2\theta-\cos\theta(1-\cos\theta)=1-\cos\theta$. The hopping therefore changes by

$$\delta t=-\frac{V_\pi}{2}\kappa^2\Delta x^2-\frac{V_\sigma-V_\pi}{4d^2}\kappa^2\Delta x^4 .$$

Write $\Delta x=d\cos\alpha$. Over three bonds at $120^\circ$, $\sum\cos^2\alpha=3/2$ and $\sum\cos^4\alpha=9/8$, so

$$\sum\delta t=-\kappa^2d^2\left[\frac{24}{32}V_\pi+\frac{9}{32}(V_\sigma-V_\pi)\right]
=-\frac{3}{32}\kappa^2d^2\,(3V_\sigma+5V_\pi).$$

In the flat sheet the occupied $\pi$ band, measured from the $p$ level, has energy $-|V_\pi||s|$, where $s$ is the sum of the three bond phase factors. With two electrons and $V_\pi<0$, the energy per cell is $2V_\pi\langle|s|\rangle$, averaged over the Brillouin zone. The three bonds share it equally, so the derivative with respect to one bond's hopping is $2P$, with $P=\langle|s|\rangle/3=0.5249$. Thus $\delta E=2P\sum\delta t$, and

$$D_{\pi\pi}=\frac{2\,\delta E}{A\kappa^2}
=-\frac{3}{8}\,\frac{2}{3\sqrt3}\,P(3V_\sigma+5V_\pi)
=-\frac{P\,(3V_\sigma+5V_\pi)}{4\sqrt3}.$$

Numerically, $3V_\sigma+5V_\pi=21.37-10.04=11.33$ eV, hence $D_{\pi\pi}=-0.86$ eV. Diagonalization with curvature admitted in the $\pi\pi$ hopping alone gives the same value.

The sign deserves attention. Turning the normals apart weakens the $V_\pi$ term, but the tilted orbitals acquire a $\sigma$-type hopping of the same sign as $V_\pi$, and summed over the three bonds this outweighs the loss. It does not do so on every bond: for rolling along a bond, that bond is strengthened and the two oblique ones are slightly weakened. With the $\pi$ orbitals along the surface normal, the $\pi\pi$ part therefore lowers $D$. This sign belongs to the choice of frame. If the sheet is rolled along a bond and the $\pi$ axes are tilted by $\kappa d/4$, oppositely on the two sublattices, each axis makes equal angles with its three bonds. The same sum then gives $D_{\pi\pi}=-P(V_\sigma+5V_\pi)/(2\sqrt3)=+0.44$ eV. The sign of this part alone therefore does not tell whether misalignment of the $\pi$ orbitals resists bending.

**The $\sigma\pi$ part.** Curvature also mixes the two groups. Reversing the sign of every $\pi$ orbital reverses the mixing $M$ but cannot change the levels, so $H_0+M$ and $H_0-M$ have equal energy. The sum of a fixed number of lowest levels is a minimum over trial occupied spaces of an expression linear in the Hamiltonian, and is therefore concave. Consequently

$$E(H_0)\ge\tfrac12\left[E(H_0+M)+E(H_0-M)\right]=E(H_0+M).$$

Mixing cannot raise the energy. Its computed contribution is $-0.46$ eV.

**The $\sigma\sigma$ part.** For a bond along $x$, the tangential orbitals make angles $\theta/2$ with the chord. Their hopping is

$$V_\pi\cos\theta+(V_\sigma-V_\pi)\cos^2\frac\theta2\simeq V_\sigma-\frac{\theta^2}{4}(V_\sigma+V_\pi),$$

which is weakened, since $V_\sigma+V_\pi>0$. The full $\sigma\sigma$ contribution, from all bonds and orbitals, is $+2.70$ eV.

The $\sigma\sigma$ and $\pi\pi$ hoppings change at order $\kappa^2$. The mixing is of order $\kappa$ and acts in second order. At order $\kappa^2$ the three parts therefore add:

$$2.70-0.86-0.46=1.38\ {\rm eV}.$$

The division depends on the choice of orbital frame; the total does not.

## Where plate theory returns

The authors could reply that the plate formula works for a thick stack of such layers with the same spacing. It does if the layers cannot slip over each other, and the reason locates the error. Stack $N$ layers that cannot slip, with $Nh\kappa\ll1$. Layer $i$ at height $z_i$ has strain $\kappa(z_i-z_0)$, and the energy per area is

$$\tfrac12\kappa^2\left[ND+C_{11}\sum_i(z_i-z_0)^2\right].$$

Without net force, $z_0$ takes the value that minimizes this, which is the mean height. For $z_i=ih$ with $i=0,\dots,N-1$,

$$\sum_i(z_i-z_0)^2=h^2\left[\frac{(N-1)N(2N-1)}{6}-\frac{N(N-1)^2}{4}\right]=\frac{h^2N(N^2-1)}{12},$$

so that

$$D_N=ND+\frac{C_{11}h^2}{12}N(N^2-1).$$

A plate of thickness $Nh$ and in-plane stiffness $NC_{11}$ has $C_{11}h^2N^3/12$. The difference is

$$D_N^{\rm plate}-D_N=N\left(\frac{C_{11}h^2}{12}-D\right).$$

Plate theory gives each layer a private stiffness of 18.5 eV where 1.38 eV is due. Relative to the leading $N^3$ term this error falls as $1/N^2$. For two layers the stack has $2\times1.38+6\times18.46\simeq113.5$ eV against 147.7 eV for the plate, a ratio of 1.30. For five layers the ratio is 1.04 and for twenty it is 1.002. For one layer no distance between layers exists to supply the large term, and most of the plate value is error.

The no-slip condition matters. If layers slide freely, each has its own neutral surface, the sum disappears, and $D_N=ND$. If the layers are coupled by a finite shear stiffness, the result lies between these two limits. It approaches the no-slip value only when the bending wavelength is much longer than the stack thickness multiplied by $\sqrt{E/G}$, with $G$ the interlayer shear modulus. Graphite, whose layers shear easily, is of this kind. With $G=4.5$ GPa the stack reaches about half of the no-slip stiffness at a wavelength of thirty thicknesses and about nine tenths at a hundred, and a smaller $G$ pushes these lengths further out.

## A fitted thickness is not a remedy

One could keep equation (1) and choose $h$ to reproduce $D$:

$$h_{\rm eff}=\sqrt{\frac{12D}{C_{11}}}=\sqrt{\frac{12\times1.382}{1974}}\ {\rm nm}=0.092\ {\rm nm}.$$

To leave $C_{11}$ unchanged, the Young modulus must then be raised from 846 to about 3090 GPa. Two adjustable numbers now reproduce two stiffnesses, as they must. This can be convenient in a shell calculation that requires a thickness, but it measures no thickness. Combining $h_{\rm eff}$ with the modulus belonging to 0.335 nm would be a new error.

## Consequence for the wrinkles

Let the support act as a linear foundation that stays attached, with restoring pressure $Kw$ and no shear traction. Under compressive force per width $F$, a small ripple $w=a\cos qx$ changes the mean energy per area by

$$\left\langle\tfrac12D(w'')^2+\tfrac12Kw^2-\tfrac12F(w')^2\right\rangle=\frac{a^2}{4}\left(Dq^4+K-Fq^2\right).$$

The flat state becomes unstable at this $q$ when $F=Dq^2+K/q^2$. Minimizing over $q^2$ gives $D-K/q^4=0$, hence

$$\lambda=2\pi\left(\frac DK\right)^{1/4},\qquad F_c=2\sqrt{DK}.$$

Take the round value $K=10$ eV/nm$^4$, which represents no particular substrate. With the computed $D$,

$$\lambda=2\pi(0.1382)^{1/4}\ {\rm nm}=3.83\ {\rm nm},\qquad F_c=2\sqrt{13.82}\ {\rm eV/nm^2}=7.44\ {\rm eV/nm^2}.$$

If the sheet cannot expand sideways, the critical strain is $F_c/C_{11}=7.44/1974=0.38\%$. The plate value of $D$ gives instead 7.32 nm, 27.2 eV/nm$^2$ and 1.38%. The fourth root softens the error in wavelength to a factor of 1.91, while the load and strain are wrong by a factor of 3.65. Between strains of 0.38% and 1.38%, the manuscript would call a sheet flat that this model predicts to be wrinkled.

The inverse use is more delicate. From $D=K(\lambda/2\pi)^4$, a relative error in a measured wavelength is multiplied by four in $D$, to first order, and any error in $K$ enters in full.

Continuum bending is adequate at this wavelength: the explicit ripple of 3.81 nm gave a stiffness within about 0.5% of its long-wave limit. A much stiffer foundation would drive $\lambda$ towards the bond length, where a constant $D$ loses its meaning. Detachment from the support, large slopes and double curvature also require more than the present formulas. So does a thick elastic substrate: its restoring pressure per displacement is not a constant $K$ but grows in proportion to $q$, and without shear traction both $\lambda$ and $F_c$ then vary as $D^{1/3}$, so the plate value errs by a factor of 2.37 in each instead of 1.91 and 3.65.

## Requested revision

The plate estimate should be replaced by a bending stiffness obtained from the energy of a curved single layer, and the wavelengths, loads and strains recalculated. The interlayer spacing may stay where it describes a distance between layers. The computed values behind this comment are listed in the numerical output below.

## Computed values

```
bond length: 0.1410 nm
cell area: 0.05168 nm^2
layer spacing used as thickness (input): 0.335 nm
C11: 1974 eV/nm^2
C12: 635 eV/nm^2
Poisson ratio: 0.322
Young modulus for this thickness: 846 GPa
plate estimate of D: 18.46 eV
D from rolled sheet, zero-curvature limit: 1.382 eV
D from rolled sheet, other axis: 1.382 eV
D at radius 1 nm: 1.383 eV
D from ripple, long-wave limit: 1.386 eV
D from ripple of wavelength 2.54 nm: 1.371 eV
D from ripple of wavelength 3.81 nm: 1.379 eV
plate estimate / true D: 13.4
D in joule: 2.21e-19 J
plate estimate in joule: 2.96e-18 J
relaxed fraction of bending energy, R = 1 nm: 7.03e-04
relaxed fraction of bending energy, R = 2 nm: 1.76e-04
sigma-sigma part of D: 2.701 eV
pi-pi part of D: -0.859 eV
sigma-pi part of D: -0.460 eV
sum of the three parts: 1.382 eV
pi bond order: 0.5249
scaled V_pp-sigma: 7.124 eV
scaled V_pp-pi: -2.008 eV
pi-pi part from formula: -0.859 eV
fitted thickness: 0.0917 nm
Young modulus for fitted thickness: 3093 GPa
1 layers, no slip: D 1.3822 eV, plate 18.462 eV, ratio 13.3568
2 layers, no slip: D 113.53 eV, plate 147.69 eV, ratio 1.3009
5 layers, no slip: D 2222.3 eV, plate 2307.7 eV, ratio 1.0384
20 layers, no slip: D 1.4735e+05 eV, plate 1.4769e+05 eV, ratio 1.0023
50 layers, no slip: D 2.3069e+06 eV, plate 2.3077e+06 eV, ratio 1.0004
foundation stiffness (input): 10 eV/nm^4
wrinkle wavelength, true D: 3.83 nm
critical force per width, true D: 7.44 eV/nm^2
critical strain, true D: 0.377 percent
wrinkle wavelength, plate D: 7.32 nm
critical force per width, plate D: 27.17 eV/nm^2
critical strain, plate D: 1.377 percent
wavelength ratio: 1.91
critical force ratio: 3.65
```
